# Velocity renormalization in neutral graphene: bare exchange, static screening and GW, part 2

The problem is how the Coulomb interaction changes the electron velocity near the Dirac points of neutral graphene at zero temperature. Hartree atomic units are used. Each of $N=4$ equivalent flavours (two valleys, two spins) has the sublattice Hamiltonian $H_0(\mathbf k) = v\,\boldsymbol\sigma\cdot\mathbf k$, with eigenvalues $\epsilon_s = s\,vk$, $s=\pm$, and eigenvectors $u_s = (1,\ s e^{i\theta_k})^T/\sqrt2$, where $\theta_k$ is the polar angle of $\mathbf k$. The $s=-$ band is full, the $s=+$ band is empty, and the chemical potential is the zero of energy. The interaction is $V(q) = 2\pi/(\kappa q)$, with $\kappa$ a constant background dielectric factor, and

$$\alpha = \frac{1}{\kappa v},\qquad \lambda = \frac{\pi N\alpha}{8} = \frac{\pi\alpha}{2}\quad(N=4).$$

The cone ends at a momentum $\Lambda\gg k$, and $L = \ln(\Lambda/k)$. The result sought has the form $v(k) = v\,[1+\gamma L]$.

The first derivation began with bare exchange,

$$\Sigma_x(\mathbf k) = -\int\frac{d^2p}{(2\pi)^2}\,V(\mathbf k-\mathbf p)\,P(\mathbf p),$$

where $P = u_-u_-^\dagger$ projects on the filled band. Apart from a shift of the chemical potential, $\Sigma_x(\mathbf k) = \boldsymbol\sigma\cdot\hat{\mathbf k}\;\Sigma(k)$ with

$$\Sigma(k) = \frac{k}{4\kappa}\left[\ln\frac{4\Lambda}{k}+c\right] = vk\,\frac\alpha4\left[\ln\frac{4\Lambda}{k}+c\right],$$

so $\gamma_x = \alpha/4$. The constant $c$ depends on the shape of the cutoff, through a term in the integral that is linearly large in $\Lambda/k$.

The integral was done in elliptic coordinates $\mu\ge0$, $0\le\eta<2\pi$, with foci at $0$ and $\mathbf k$:

$$|\mathbf p| = \tfrac k2(\cosh\mu+\cos\eta),\qquad |\mathbf p-\mathbf k| = \tfrac k2(\cosh\mu-\cos\eta),$$

with $d^2p = |\mathbf p|\,|\mathbf p-\mathbf k|\,d\mu\,d\eta$. To include screening in the exchange, the polarizability of the sheet is needed first.

### The polarizability

A weak potential $\phi$ changes the Green's function $G = (i\omega-H_0-\phi)^{-1}$ by $G\phi G$, and the density is the frequency integral of $\mathrm{tr}\,G$. Defining $\delta n = \Pi\phi$ on the imaginary frequency axis,

$$\Pi(q,i\nu) = N\int\frac{d^2p}{(2\pi)^2}\int\frac{d\omega}{2\pi}\,\mathrm{tr}\left[G(\mathbf p,i\omega)\,G(\mathbf p',i\omega+i\nu)\right],\qquad |\mathbf p-\mathbf p'| = q.$$

Insert $G = \sum_su_su_s^\dagger/(i\omega-\epsilon_s)$ and split the product of denominators,

$$\frac{1}{(i\omega-\epsilon)(i\omega+i\nu-\epsilon')} = \frac{1}{i\nu+\epsilon-\epsilon'}\left[\frac{1}{i\omega-\epsilon}-\frac{1}{i\omega+i\nu-\epsilon'}\right].$$

The symmetric frequency integral of one pole is

$$\int\frac{d\omega}{2\pi}\,\frac{1}{i\omega-\epsilon} = -\int\frac{d\omega}{2\pi}\,\frac{\epsilon}{\omega^2+\epsilon^2} = -\frac{\mathrm{sgn}\,\epsilon}{2} = n(\epsilon)-\frac12,$$

where the part odd in $\omega$ drops out and $n$ is the occupation. A finite shift of $\omega$ does not change the value, because the integrand falls off at infinity. The bracket integrates to $n-n'$, which is nonzero for interband pairs only. With $E = v(p+p')$ the two pairs give

$$\frac{1}{i\nu-E}+\frac{-1}{i\nu+E} = -\frac{2E}{E^2+\nu^2},$$

and both carry the overlap $|u_+^\dagger(\mathbf p')u_-(\mathbf p)|^2 = \tfrac14|1-e^{i\vartheta}|^2 = \tfrac12(1-\cos\vartheta)$, with $\vartheta$ the angle between $\mathbf p$ and $\mathbf p'$.

The same elliptic coordinates apply, now with foci a distance $q$ apart. The sum of the distances is $p+p' = q\cosh\mu$ and the difference is $p-p' = q\cos\eta$. The law of cosines, $q^2 = p^2+p'^2-2pp'\cos\vartheta$, gives $2pp'(1-\cos\vartheta) = q^2-(p-p')^2 = q^2\sin^2\eta$. The Jacobian $pp'$ times the overlap is therefore $\tfrac14q^2\sin^2\eta$, and the integral factorizes:

$$\Pi = -\frac{N}{4\pi^2}\cdot\frac{q^2}{4}\int_0^{2\pi}\sin^2\eta\,d\eta\int_0^\infty d\mu\,\frac{2vq\cosh\mu}{v^2q^2\cosh^2\mu+\nu^2}.$$

The $\eta$ integral is $\pi$. With $s=\sinh\mu$ and $Q^2 = v^2q^2+\nu^2$, the denominator is $Q^2+v^2q^2s^2$, and $\int_0^\infty 2vq\,ds/(Q^2+v^2q^2s^2) = 2vq\cdot\pi/(2Qvq) = \pi/Q$. Thus

$$\Pi(q,i\nu) = -\frac{N\,q^2}{16\sqrt{v^2q^2+\nu^2}}.$$

No cutoff was needed. In the static case the $\mu$ integrand is proportional to $1/\cosh\mu$, so $\Pi(q)$ comes from states with $p$ of order $q$. The band sum was also evaluated numerically, with eigenvectors from direct diagonalization and Gauss–Legendre quadrature over the whole plane, for $q=0.05$ bohr$^{-1}$ and $v=0.39$. It gives $-0.0320513$, $-0.0223750$ and $-0.0075903$ Ha$^{-1}$bohr$^{-2}$ at $\nu = 0$, $0.02$ and $0.08$ Ha, in agreement with the formula to all printed digits. The first value is $-q/(4v) = -0.05/1.56$.

In the random phase approximation the induced density responds to the total potential, $W = V+V\Pi W$, so $W = V/\varepsilon$ with

$$\varepsilon(q,i\nu) = 1-V\Pi = 1+\frac{2\pi}{\kappa q}\cdot\frac{Nq^2}{16Q} = 1+\lambda\,\frac{vq}{\sqrt{v^2q^2+\nu^2}}.$$

At $\nu=0$ this is $1+\lambda = 1+\pi\alpha/2$ for every $q$. A constant was to be expected: $\Pi(q,0)$ has the dimension of a density of states, the only such quantity available is $q/v$, and $V\propto1/q$ cancels the $q$. Neutral graphene screens like a dielectric and leaves the interaction long-ranged. For $|\nu|\gg vq$ the screening disappears, since the static response at wave vector $q$ comes mostly from interband pairs with energies between $vq$ and a few times $vq$, which cannot follow a much faster field.

### Static screening of the exchange

The static screened-exchange approximation replaces $V$ in the Fock term by $W(q,0) = 2\pi/[\kappa(1+\lambda)q]$. This is again a $1/q$ interaction, with $\kappa$ replaced by $\kappa(1+\lambda)$, so every step above carries over unchanged:

$$\Sigma_{\rm SEX}(k) = vk\,\gamma_{\rm st}\left[\ln\frac{4\Lambda}{k}+c\right],\qquad \gamma_{\rm st} = \frac{\alpha}{4(1+\pi\alpha/2)}.$$

The logarithm survives with a smaller coefficient. The companion Coulomb-hole term of static COHSEX is $\tfrac12\int d^2q\,[W(q,0)-V(q)]/(2\pi)^2$ times the sum of the projectors on both bands, which is the unit matrix. It depends on neither $k$ nor the band, and shifts the chemical potential only. The replacement of $V$ by $W(q,0)$ has been assumed here and not derived; nothing in this route says how good it is.

## Second derivation: a shell of frequency and momentum

### The GW self-energy and its static limit

The $G_0W_0$ self-energy on the imaginary axis is

$$\Sigma(\mathbf k,i\omega) = -\int\frac{d^2q\,d\nu}{(2\pi)^3}\,G(\mathbf k+\mathbf q,i\omega+i\nu)\,W(q,i\nu).$$

Its sign and normalization can be fixed against the Fock term. Write $W = V+(W-V)$. The bare part is instantaneous, its frequency integral carries the factor $e^{i\nu0^+}$ that enforces the operator order of the density matrix, $\int d\nu\,G\,e^{i\nu0^+}/2\pi = P$, and it reproduces $\Sigma_x = -\int VP$. The part $W-V$ vanishes at large $\nu$ and needs no such factor. If it is frozen at its $\nu=0$ value, the symmetric integral found above gives $\int d\nu\,G/2\pi = \sum_su_su_s^\dagger(n_s-\tfrac12) = P-\tfrac12$, and the total is $-\int[VP+(W-V)(P-\tfrac12)] = -\int WP+\tfrac12\int(W-V)$. These are the screened-exchange and Coulomb-hole terms. Static COHSEX is therefore GW with $W(q,i\nu)$ replaced by $W(q,0)$, and symmetric frequency integration differs from the correct prescription only by the constant $\tfrac12\int V$ times the unit matrix, which is dropped.

Because $(i\epsilon-v\boldsymbol\sigma\cdot\mathbf p)(i\epsilon+v\boldsymbol\sigma\cdot\mathbf p) = -\epsilon^2-v^2p^2$, the Green's function is $G(\mathbf p,i\epsilon) = -(i\epsilon+v\boldsymbol\sigma\cdot\mathbf p)/(\epsilon^2+v^2p^2)$, and the two minus signs cancel:

$$\Sigma(\mathbf k,i\omega) = \int\frac{d^2q\,d\nu}{(2\pi)^3}\;\frac{i(\omega+\nu)+v\boldsymbol\sigma\cdot(\mathbf k+\mathbf q)}{(\omega+\nu)^2+v^2|\mathbf k+\mathbf q|^2}\;W(q,i\nu).$$

### Extraction of the logarithm

A logarithm $\ln(\Lambda/k)$ is an integral $\int dQ/Q$ over the range in which the internal variables are much larger than the external ones and much smaller than the cutoff. In that range the integrand may be expanded in $\mathbf k$ and $\omega$. The denominator is $Q^2+2(\omega\nu+v^2\mathbf k\cdot\mathbf q)+\dots$ with $Q^2 = \nu^2+v^2q^2$. The zeroth-order term $(i\nu+v\boldsymbol\sigma\cdot\mathbf q)W/Q^2$ is odd under $(\nu,\mathbf q)\to-(\nu,\mathbf q)$ and vanishes in a symmetric shell. It is the linearly large term whose boundary sensitivity produced the different constants $c$. The first-order term is

$$\frac{i\omega+v\boldsymbol\sigma\cdot\mathbf k}{Q^2}-\frac{2\,(i\nu+v\boldsymbol\sigma\cdot\mathbf q)(\omega\nu+v^2\mathbf k\cdot\mathbf q)}{Q^4}.$$

Of the four products in the second numerator, $i\nu\,v^2\mathbf k\cdot\mathbf q$ and $v\boldsymbol\sigma\cdot\mathbf q\,\omega\nu$ are odd in $\mathbf q$ and vanish, since $W$ depends on $|\mathbf q|$ only. The product $i\omega\nu^2$ stays. In $(\boldsymbol\sigma\cdot\mathbf q)(\mathbf k\cdot\mathbf q)$ the average over the direction of $\mathbf q$ in the plane replaces $q_iq_j$ by $\tfrac12q^2\delta_{ij}$. Introduce spherical coordinates in the space $(v\mathbf q,\nu)$ with $\nu = Q\cos\theta$ and $vq = Q\sin\theta$. The first-order term becomes

$$\frac{1}{Q^2}\left[i\omega\,(1-2\cos^2\theta)+v\boldsymbol\sigma\cdot\mathbf k\,(1-\sin^2\theta)\right] = \frac{1}{Q^2}\left[-i\omega\cos2\theta+v\boldsymbol\sigma\cdot\mathbf k\cos^2\theta\right].$$

The measure is $d^2q\,d\nu = v^{-2}Q^2\sin\theta\,dQ\,d\theta\,d\varphi$, and the screened interaction is

$$W = \frac{2\pi v}{\kappa\,Q\sin\theta}\cdot\frac{1}{1+\lambda\sin\theta},$$

because $vq/\sqrt{v^2q^2+\nu^2} = \sin\theta$. The dielectric function depends on the angle and not on $Q$. The powers of $Q$ combine to $dQ/Q$, the factors $\sin\theta$ cancel, and the constants multiply to $(2\pi)^{-3}\cdot2\pi\cdot v^{-2}\cdot2\pi v/\kappa = \alpha/2\pi$. Therefore

$$\Sigma = L\left[-i\omega A+v\boldsymbol\sigma\cdot\mathbf k\,B\right],\qquad A = \frac{\alpha}{2\pi}\int_0^\pi\frac{\cos2\theta\,d\theta}{1+\lambda\sin\theta},\qquad B = \frac{\alpha}{2\pi}\int_0^\pi\frac{\cos^2\theta\,d\theta}{1+\lambda\sin\theta}.$$

The identification $\int dQ/Q = L$ does not depend on the shape of the shell. For a cutoff on momentum alone, $\Lambda_1<q<\Lambda_2$ with all frequencies allowed, $Q$ runs from $v\Lambda_1/\sin\theta$ to $v\Lambda_2/\sin\theta$, and the logarithm of the ratio is $\ln(\Lambda_2/\Lambda_1)$ at every $\theta$. Any other smooth shape changes $L$ by an additive function of $\theta$ that does not grow with $\Lambda/k$. At the lower end the expansion fails when $Q$ reaches the larger of $vk$ and $|\omega|$, and the exact integrand is cut off there. Second-order terms in $(\mathbf k,\omega)$ are again odd under $(\nu,\mathbf q)\to-(\nu,\mathbf q)$ and vanish in a symmetric shell. Third-order terms go as $\int dQ/Q^3$; they are dominated by the lower end and contribute to the constant. This route determines coefficients of $L$ and nothing more.

The Dyson equation gives

$$G^{-1} = i\omega-v\boldsymbol\sigma\cdot\mathbf k-\Sigma = i\omega\,(1+AL)-v\boldsymbol\sigma\cdot\mathbf k\,(1+BL).$$

Continued to real frequency, $\Sigma$ stays finite at $\omega=\pm vk$ and keeps the same dependence on $L$, so the continuation affects only the constant in the energy. With the terms in $L$ alone, $G^{-1}$ vanishes at $\omega = \pm vk(1+BL)/(1+AL)$. To first order in $W$, which is the order of the calculation,

$$v(k) = v\,[1+(B-A)L],\qquad Z = 1-AL.$$

This $Z$ describes the dependence on $\Lambda/k$ away from the line $|\omega|=vk$. That line is the threshold of the pair continuum, and there $-\partial\Sigma/\partial\omega$ of $G_0W_0$ grows without bound, as $\ln^2|1-\omega/vk|$, so $1-AL$ is not the residue of an on-shell pole.

### Bare and static limits

For the bare interaction, $\lambda=0$. Then $\int_0^\pi\cos2\theta\,d\theta = 0$ and $\int_0^\pi\cos^2\theta\,d\theta = \pi/2$, so $A=0$ and $B = \alpha/4$. For static screening, $W(q,i\nu)\to W(q,0)$ means setting $\sin\theta\to1$ in the dielectric function, and only there. The factor $1/(1+\lambda)$ leaves both integrals:

$$A=0,\qquad B = \frac{\alpha}{4(1+\lambda)} = \frac{\alpha}{4(1+\pi\alpha/2)}.$$

These are $\gamma_x$ and $\gamma_{\rm st}$ of the first derivation, obtained without doing the frequency integral first, without the projector and without specifying a cutoff.

### The coefficient with dynamic screening

The angular integrals show what the static replacement discards. The weight $\cos^2\theta$ in $B$ vanishes at $\theta=\pi/2$, the static direction, and is largest at $\theta=0,\pi$, where $|\nu|\gg vq$ and there is no screening. Judged by $B$ alone the static approximation looks very poor. The difference $B-A$ is better placed. Since $\cos^2\theta-\cos2\theta = 1-\cos^2\theta$,

$$\gamma_{GW} = B-A = \frac{\alpha}{2\pi}\int_0^\pi\frac{\sin^2\theta\,d\theta}{1+\lambda\sin\theta},$$

and its weight $\sin^2\theta$ peaks at the static direction. The frequency dependence of the self-energy cancels most of the unscreened high-frequency contribution to $B$. Taking $B$ for the velocity coefficient, that is evaluating $\Sigma(\mathbf k,0)$ and forgetting $Z$, is an error that grows with $\lambda$.

Because $0<\sin\theta<1$ except at isolated points, $1/(1+\lambda)<1/(1+\lambda\sin\theta)<1$, and $\int_0^\pi\sin^2\theta\,d\theta = \pi/2$ gives the strict bounds

$$\frac{\alpha}{4(1+\lambda)}<\gamma_{GW}<\frac\alpha4 .$$

The static factor always overestimates the reduction. Also $A>0$: subtracting from $1/(1+\lambda\sin\theta)$ its value at $\sin\theta = 1/\sqrt2$ does not change $A$, as $\cos2\theta$ integrates to zero, and the difference is positive exactly where $\cos2\theta$ is positive and negative where it is negative.

For the closed form, division of polynomials in $s=\sin\theta$ gives

$$\frac{s^2}{1+\lambda s} = \frac s\lambda-\frac1{\lambda^2}+\frac{1}{\lambda^2(1+\lambda s)},$$

as multiplication by $1+\lambda s$ verifies. The integral over $\theta$ is $2/\lambda-\pi/\lambda^2+I/\lambda^2$ with $I = \int_0^\pi d\theta/(1+\lambda\sin\theta)$. The substitution $t = \tan(\theta/2)$, $\sin\theta = 2t/(1+t^2)$, $d\theta = 2dt/(1+t^2)$ turns it into $I = \int_0^\infty2\,dt/[(t+\lambda)^2+1-\lambda^2]$. For $\lambda<1$, with $r = \sqrt{1-\lambda^2}$, this is $(2/r)[\pi/2-\arctan(\lambda/r)] = (2/r)\arccos\lambda$. For $\lambda>1$, with $r = \sqrt{\lambda^2-1}$, partial fractions give $(1/r)\ln[(\lambda+r)/(\lambda-r)]$, and $(\lambda+r)(\lambda-r) = 1$ makes this $(2/r)\ln(\lambda+r) = (2/r)\,\mathrm{arccosh}\,\lambda$. Using $\alpha/\lambda = 8/(\pi N)$,

$$\gamma_{GW} = \frac{8}{\pi^2N}\left[1-\frac{\pi}{2\lambda}+\frac{I(\lambda)}{2\lambda}\right],\qquad B = \frac{\alpha I}{2\pi}-\gamma_{GW},\qquad A = B-\gamma_{GW},$$

where the expression for $B$ follows from $\cos^2\theta = 1-\sin^2\theta$.

At weak coupling, $1/(1+\lambda s) = 1-\lambda s+\dots$ and $\int_0^\pi\sin^3\theta\,d\theta = 4/3$ give

$$\gamma_{GW} = \frac{\alpha}{2\pi}\left[\frac\pi2-\frac{4\lambda}{3}\right] = \frac\alpha4\left[1-\frac{8\lambda}{3\pi}\right],\qquad \gamma_{\rm st} = \frac\alpha4\,[1-\lambda].$$

The slope $8/(3\pi) = 0.8488$ was confirmed by numerical quadrature at small $\lambda$. For $N=4$ the two expansions read $\alpha/4-\alpha^2/3$ and $\alpha/4-\pi\alpha^2/8$. The static factor thus departs from GW at the first order at which screening enters, and there is no limit of the coupling in which it becomes the exact RPA result beyond the trivial one. At strong coupling $I\simeq2\ln(2\lambda)/\lambda$, the bracket tends to 1, and $\gamma_{GW}\to8/(\pi^2N) = 0.2026$, while $\gamma_{\rm st}\to\alpha/(4\lambda) = 2/(\pi N) = 0.1592$. Both saturate, because screening grows in proportion to the interaction, and their ratio tends to $4/\pi$. In the same limit $A$ and $B$ each grow as $(8/\pi^2N)\ln2\lambda$, and only their difference stays bounded.

The coefficients were computed numerically without the expansion: the matrix $G$ was obtained by inversion at external momentum or frequency equal to $10^{-3}$ of the shell scale, multiplied by $W$, and integrated over the cylinder $|\mathbf q|=\Lambda$ with all frequencies. The values of $A$ and $B$ agree with the closed forms to five decimals, for both dynamic and frozen $W$.

Static screening divides the exchange coefficient $\alpha/4$ by $1+\pi\alpha/2$, and the full GW coefficient lies strictly between this reduced value and $\alpha/4$. What remains is to let the velocity run with scale, to work through the numerical example, and to set out what each derivation assumes.
